# Valence electron energy shift with a closed core as the vacuum, part 2

An electron moves in a local, spherical potential $V(r)$, with $h=\boldsymbol\alpha\cdot\mathbf p+\beta+V$, levels $\varepsilon_n$ and orbitals $\phi_n$. Units are $\hbar=c=m=1$, $e^2=4\pi\alpha$, with metric $(+,-,-,-)$ and $\alpha^\mu=(1,\boldsymbol\alpha)$. Raising the Fermi level $E_F$ from $0$ to between the core levels $c$ (sublevels $m_c$) and the valence level $v$ puts the closed core into the vacuum. To first order in $\alpha$,

$$E(\text{core}+v)-E(\text{core})=\varepsilon_v+\langle v|\Sigma'+U'-\beta\,\delta m|v\rangle.$$

$\Sigma$ is the self-energy, $U$ the vacuum polarization ("tadpole" in the table) and $\delta m$ the mass counterterm; primes mark the new vacuum. With $\Delta=\varepsilon_v-\varepsilon_c$, written $\Delta_c$ in sums, the added exchange and direct terms are

$$\langle v|\Sigma'|v\rangle=\langle v|\Sigma|v\rangle-\sum_c\langle vc|I(\Delta_c)|cv\rangle,\tag{4}$$

$$\langle v|U'|v\rangle=\langle v|U|v\rangle+\sum_c\langle vc|I(0)|vc\rangle.\tag{5}$$

In the Feynman gauge $I(\omega)=\alpha\,(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{e^{i|\omega|r_{12}}}{r_{12}}$; in $\langle ab|I|cd\rangle$, particle 1 goes $c\to a$ and particle 2 goes $d\to b$.

For one core shell $F(\omega)=\sum_{m_c}\langle vc|I(\omega)|cv\rangle$, so the exchange term is $-F(\Delta)$. With $J^\mu=\phi_c^\dagger\alpha^\mu\phi_v$ and $\tilde J^\mu(\mathbf k)=\int J^\mu e^{-i\mathbf k\cdot\mathbf r}d^3r$,

$$F(\omega)=\int_0^\infty\frac{dk\,S(k)}{k^2-\omega^2-i0},\qquad S(k)=\frac{\alpha k^2}{2\pi^2}\sum_{m_c}\int d\Omega_k\left(|\tilde J^0|^2-|\tilde{\mathbf J}|^2\right).\tag{6}$$

The Coulomb-gauge $F(\omega)$ agrees with this at $\omega=\pm\Delta$, but not in general elsewhere.

The core terms of the self-energy loop, old ($s=+1$) and new ($s=-1$), are $T_s=\frac{i}{2\pi}\int d\omega\,F(\omega)/(\Delta-\omega+i0s)$. They satisfy $T_--T_+=-F(\Delta)$, and

$$T_-=-\int\frac{dk\,S(k)}{2k\,(\Delta+k)}=-\frac1\pi\int_0^\infty dy\,F(iy)\frac{\Delta}{\Delta^2+y^2},$$

the last form by Wick rotation. Also $\mathrm{Im}[-F(\Delta)]=+\Gamma_{v\to c}/2$, where $\Gamma_{v\to c}$ (or $\Gamma$) is the golden-rule width for photon emission, blocked by the filled core.

The table also lists a model test: fermion levels $(-2.0,\,0.3,\,0.7,\,1.5,\,2.4)$ (sea, two core, valence, excited), boson modes $\omega_k=0.55,\,1.7$, and coupling $g\sum_k(b_k+b_k^\dagger)\sum_{mn}M^k_{mn}\tfrac12[c_m^\dagger,c_n]$ with $M^k_{mn}=\cos(0.7mn+k)$. Its exact $E(4)-E(3)$ comes from diagonalization in Fock space.

## (f) Radial formulas for a $1s^2$ core

*Reduce $F(\omega)$ and the direct term for $v=2s$ and $2p_{1/2}$ in the field $V=-\zeta/r$, $\zeta=Z\alpha$.*

**Solution.** *Orbitals.* Write $\phi=r^{-1}(G\,\Omega_\kappa,\;iF\,\Omega_{-\kappa})$ with $\Omega_{-1}=\chi_m/\sqrt{4\pi}$ and $\Omega_{+1}=-\sigma_r\Omega_{-1}$, $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$; $\kappa=-1$ for $s$ and $+1$ for $p_{1/2}$. (The radial $F_c,F_v$ carry indices and are distinct from $F(\omega)$.) From $\boldsymbol\sigma\cdot\mathbf p=\sigma_r\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\sigma_r(-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r)$, $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$ and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$, the lower and upper rows of the Dirac equation are

$$G'+\frac\kappa rG=(\varepsilon-V+1)F,\qquad F'-\frac\kappa rF=-(\varepsilon-V-1)G.$$

Put $G=r^\gamma e^{-\lambda r}\sum a_kr^k$, $F=r^\gamma e^{-\lambda r}\sum b_kr^k$, $\lambda^2=1-\varepsilon^2$, and $w_k=\lambda a_k+(1+\varepsilon)b_k$. Equating powers of $r$,

$$(\gamma+k+\kappa)a_k-\zeta b_k=w_{k-1},\qquad \zeta a_k+(\gamma+k-\kappa)b_k=\frac{\lambda\,w_{k-1}}{1+\varepsilon}.$$

At $k=0$ the right sides vanish and the determinant gives $\gamma=\sqrt{1-\zeta^2}$. The series ends at $k=n_r$ if $w_{n_r}=0$. Subtracting $(1+\varepsilon)$ times the second equation from $\lambda$ times the first and inserting $b_{n_r}=-\lambda a_{n_r}/(1+\varepsilon)$ gives $2\lambda(\gamma+n_r)=\zeta(1+\varepsilon)-\zeta(1-\varepsilon)$, so $\lambda=\zeta\varepsilon/(\gamma+n_r)$ and $\varepsilon=[1+\zeta^2/(\gamma+n_r)^2]^{-1/2}$. The core has $n_r=0$; both valence states have $n_r=1$. The norm is $\int(G^2+F^2)dr=1$.

*Kernel.* The plane-wave expansion gives $\int d\Omega_k\,e^{i\mathbf k\cdot\mathbf r_{12}}=4\pi\sum_L(2L+1)j_L(kr_1)j_L(kr_2)P_L(\cos\vartheta)$, with $\vartheta$ the angle between $\mathbf r_1$ and $\mathbf r_2$. Therefore $e^{i\omega r_{12}}/r_{12}=\sum_L(2L+1)K_LP_L$ for $\omega>0$, with

$$K_L=\frac2\pi\int_0^\infty\frac{k^2j_L(kr_1)j_L(kr_2)\,dk}{k^2-\omega^2-i0}=i\omega\,j_L(\omega r_<)h_L(\omega r_>),\qquad h_L=j_L+iy_L.$$

For the last step write $j_L(kr_>)=\tfrac12(h_L+h_L^*)$. Since $j_L(-x)=(-1)^Lj_L(x)$ and $h_L(-x)=(-1)^Lh_L^*(x)$, the $h_L^*$ part is the negative half of $\frac1\pi\int_{-\infty}^\infty$, whose integrand is regular at $k=0$; closing above gives $\frac1\pi\,2\pi i\,\omega^2j_Lh_L/2\omega$. With $j_L\to x^L/(2L+1)!!$ and $h_L\to-i(2L-1)!!/x^{L+1}$, the static limit is $r_<^L/[(2L+1)r_>^{L+1}]$. Define $R_L[u,w]=\iint u(r_1)K_Lw(r_2)\,dr_1dr_2$ and $R_L[u]=R_L[u,u]$. Then $\mathrm{Im}R_L[u]=\omega\tilde u_L^2$ with $\tilde u_L=\int u\,j_L(\omega r)dr$.

*Angular rule.* Each current is $\chi_{m_c}^\dagger\mathcal J^\mu\chi_{m_v}/(4\pi r^2)$ with a $2\times2$ matrix $\mathcal J^\mu$. The sum over $m_c$ gives the unit matrix and leaves $\chi_v^\dagger\mathcal J^{\mu\dagger}(1)\mathcal J_\mu(2)\chi_v$. Terms linear in $\boldsymbol\sigma$ multiply a vector built from $\hat{\mathbf r}_1,\hat{\mathbf r}_2$; integrated over both directions against $P_L(\cos\vartheta)$ it becomes a rotationally invariant vector, which is zero. A scalar term $P_L$ gives $K_L$, because $\iint\frac{d\Omega_1d\Omega_2}{(4\pi)^2}(2L'+1)P_{L'}P_L=\delta_{LL'}$. Let $p=G_cG_v+F_cF_v$, $A=G_cF_v$, $B=F_cG_v$. The vector current is (upper$_c$)$^\dagger\boldsymbol\sigma$(lower$_v$) + (lower$_c$)$^\dagger\boldsymbol\sigma$(upper$_v$), and the adjoint lower core spinor is $+iF_c\chi^\dagger\sigma_r$.

*$2s$.* Here $\mathcal J^0=p$, since $\sigma_r^2=1$. With $\boldsymbol\sigma\sigma_r=\hat{\mathbf r}+i\hat{\mathbf r}\times\boldsymbol\sigma$ and $\sigma_r\boldsymbol\sigma=\hat{\mathbf r}-i\hat{\mathbf r}\times\boldsymbol\sigma$,

$$\boldsymbol{\mathcal J}=-iA\,\boldsymbol\sigma\sigma_r+iB\,\sigma_r\boldsymbol\sigma=-i(A-B)\hat{\mathbf r}+(A+B)\,\hat{\mathbf r}\times\boldsymbol\sigma.$$

The cross terms are linear in $\boldsymbol\sigma$. The scalar part of $(\hat{\mathbf r}_1\times\boldsymbol\sigma)\cdot(\hat{\mathbf r}_2\times\boldsymbol\sigma)$ is $\epsilon_{ijk}\epsilon_{ilk}\hat r_{1j}\hat r_{2l}=2\cos\vartheta$. With the metric sign on the vector part,

$$F_{2s}(\omega)=\alpha\{R_0[p]-R_1[A-B]-2R_1[A+B]\}.\tag{8}$$

*$2p_{1/2}$.* The valence spinors are $-G_v\sigma_r\chi$ and $iF_v\chi$, so $\mathcal J^0=-p\,\sigma_r$, and the scalar part of $\sigma_{r_1}\sigma_{r_2}$ is $\cos\vartheta$. With $\sigma_r\sigma_i\sigma_r=2\hat r_i\sigma_r-\sigma_i$ and $\hat r_i\sigma_r=Q_{ij}\sigma_j+\sigma_i/3$, $Q_{ij}=\hat r_i\hat r_j-\delta_{ij}/3$,

$$\mathcal J_i=i[A\sigma_i-B\sigma_r\sigma_i\sigma_r]=i[(A+B/3)\sigma_i-2BQ_{ij}\sigma_j].$$

Here $\sigma_i\sigma_i=3$; the cross term $\sigma_iQ_{ij}\sigma_j=\mathrm{Tr}\,Q=0$; and $\mathrm{Tr}\,Q_1Q_2=\cos^2\vartheta-\tfrac13=\tfrac23P_2$, multiplied by $2^2$. Thus

$$F_{2p_{1/2}}(\omega)=\alpha\{R_1[p]-3R_0[A+B/3]-\tfrac83R_2[B]\}.\tag{9}$$

*Direct term.* For the core current with itself the $2s$ formula applies with $A=B$, and $\sum_m\chi_m^\dagger\boldsymbol\sigma\chi_m=0$ removes the rest. The closed shell has no current, and its density $2\rho_c/4\pi r^2$, $\rho=G^2+F^2$, is spherical. The direct term is $2\alpha R_0[\rho_c,\rho_v]$ at $\omega=0$.

*Radial continuity.* Differentiating $A-B$ with the radial equations, $V$ cancels and

$$(A-B)'-(\kappa_v-\kappa_c)\frac{A+B}{r}=-\Delta\,p.\tag{10}$$

The program tests (8) and (9) against four-component spinors on an angular grid for both $m_v$, and tests (10) pointwise. It also asserts that one core sublevel alone gives different values for $m_v=\pm\tfrac12$, so the independence of $m_v$ belongs to the closed shell.

## (g) The nonrelativistic limit

*Find the limit $\zeta\to0$ of the exchange term, the direct term and the $2p_{1/2}$ width.*

**Solution.** Radii scale as $1/\zeta$, $\Delta\to\tfrac38\zeta^2$ and $F/G\sim\zeta$. So $\Delta r\sim\zeta$, the real part of the kernel is static up to relative order $\zeta^2$, and the terms in $A,B$ are of relative order $\zeta^2$. What remains is $F\to\alpha R_L[G_cG_v]=K$ and direct $\to2J$, $J=\alpha R_0[G_c^2,G_v^2]$. With $x=\zeta r$ the functions are $2xe^{-x}$, $x(1-x/2)e^{-x/2}/\sqrt2$ and $x^2e^{-x/2}/2\sqrt6$, normalized in $x$. Every integral reduces, by repeated partial integration in $x_2$, to

$$\int_0^\infty\!dx_1x_1^ne^{-ax_1}\!\int_{x_1}^\infty\!dx_2x_2^me^{-bx_2}=\sum_{j=0}^m\frac{m!}{j!\,b^{m-j+1}}\frac{(n+j)!}{(a+b)^{n+j+1}}.$$

In units of $\alpha\zeta\,mc^2$ this gives $K=16/729$, $J=17/81$ for $2s$ and $K=112/6561$, $J=59/243$ for $2p$.

For the width, (9) gives $\mathrm{Im}F\to\alpha\Delta(\tilde p_1^2-3\tilde u_0^2)$ with $u=A+B/3$. Since $j_1(x)\to x/3$, $\tilde p_1\to\Delta R/3$ with $R=\int p\,r\,dr$. Multiplying (10) by $r$ and integrating by parts gives $-\int(A-B)-2\int(A+B)=-\Delta R$, so $\tilde u_0\to\int u=\Delta R/3$. Then $\mathrm{Im}F=-\tfrac29\alpha\Delta^3R^2$ and $\Gamma=\tfrac49\alpha\Delta^3R^2$. With $R=4!/[(3/2)^5\sqrt6\,\zeta]$ this is $\frac{256}{6561}\alpha\zeta^4mc^2$.

The relativistic formulas deviate from these limits, relative to the limit itself, by $-7.5\times10^{-6}$ and $-1.51\times10^{-4}$ for $K$, $2.5\times10^{-5}$ and $2.9\times10^{-5}$ for $J$, and $6.3\times10^{-6}$ for the width at $Z=1$. At $Z=2$ each deviation is four times larger, for example $-6.04\times10^{-4}$ for $K(1s2p)$; the program asserts this $\zeta^2$ scaling.

## (h) Lithium-like tin

*Evaluate the terms for $Z=50$, a point nucleus and Dirac–Coulomb orbitals.*

**Solution.** The inputs are $\zeta=0.36486763$, $\gamma=0.93105940$, $\varepsilon_{1s}-1=-0.06894060$ and $\varepsilon_v-1=-0.01738629$ for both valence states, so $\Delta=0.05155431$, all in $mc^2$.

*$2s$.* The real parts in (8) are, in $10^{-5}mc^2$, $6.837607-0.133115-0.938645=5.765847$. The loop terms were computed separately: $T_+$ on a contour passing below the pole, $T_-$ by the Wick rotation and again by the sum over $k$. They give $\mathrm{Re}(T_--T_+)=-2.514882-3.250965=-5.765847$ in the same unit. The exchange term is $-29.46$ eV. The negative sign of $T_-$ shows that in the Feynman gauge the time component of $S(k)$ outweighs the vector components in this integral.

The imaginary parts of the first two pieces, $\pm3.223991\times10^{-8}$, cancel. This follows from (10) with $\kappa_v=\kappa_c$: $\tilde p_0=-\Delta^{-1}\int(A-B)'j_0(\Delta r)dr=-\int(A-B)j_1(\Delta r)dr$, since $j_0'=-j_1$, so the two squares are equal. Only the magnetic-dipole piece remains, and $\mathrm{Im}[-F]=+1.822858\times10^{-10}$, half of the golden-rule width $3.645716\times10^{-10}mc^2=1.863\times10^{-4}$ eV obtained from transverse plane waves. The loop difference gives $1.822856\times10^{-10}$; the change in the last digit lies within the tolerance of that test, $10^{-8}$ relative to $|F(\Delta)|$.

*$2p_{1/2}$.* The real parts in (9) are $4.941176-2.035089-0.206733=2.699354$, and the loop gives $-1.069938-1.629417=-2.69935$, in $10^{-5}mc^2$. The real exchange term is $-13.79$ eV. The imaginary parts are $1.196731-3.759091-0.000971=-2.56333$ in $10^{-6}mc^2$, so $\mathrm{Im}[-F]=+1.310$ eV, half of the blocked electric-dipole width $5.126660\times10^{-6}mc^2=2.620$ eV. The vector pieces are a large correction here. The limit $K=\frac{112}{6561}\alpha\zeta=4.545\times10^{-5}$ is reduced by the fraction $1-2.699/4.545=0.41$, close to the $Z=1$ deviation scaled by $Z^2$, $1.51\times10^{-4}\times2500=0.38$.

*Gauge and retardation.* The Coulomb-gauge values of $-F(\Delta)$ agree with the Feynman values in all printed digits. At $\omega=\Delta/2$ the gauges differ by $1.7\%$ for $2s$ and $10.4\%$ for $2p_{1/2}$, relative to the Feynman $|F(\Delta/2)|$. Setting $\omega=0$ in the Feynman gauge gives $-5.648\times10^{-5}$ and $-2.354\times10^{-5}$, which miss $\mathrm{Re}[-F(\Delta)]$ by $2\%$ and $13\%$ of its value.

*Valence energy.* The direct terms are $1.193884\times10^{-3}mc^2=610.07$ eV and $1.394430\times10^{-3}mc^2=712.55$ eV. Adding the Dirac energy, the direct term and the real exchange term, in $mc^2$,

$$2s:\;-0.0173863+0.0011939-0.0000577=-0.0162501\quad(-8304\ \text{eV}),$$

$$2p_{1/2}:\;-0.0173863+0.0013944-0.0000270=-0.0160189\quad(-8186\ \text{eV}).$$

These are the energies relative to the $1s^2$ ion and the electron rest energy, through one-photon exchange. They leave out the one-electron terms $\Sigma$, $U$ and $\delta m$ of the same order in $\alpha$, the nuclear size and recoil, and two-photon exchange, which scales as $\zeta^2mc^2/Z^2=\alpha^2mc^2$ $=27.2$ eV times a coefficient. A nonrelativistic Hartree–Fock estimate, which is not part of the program, puts that coefficient near $-0.24$ for $2s$ and $-0.36$ for $2p$, about $-7$ and $-10$ eV, and a finite nucleus raises the $2s$ level by about $0.3$ eV. The values in eV therefore describe the real ion only to about $10$ eV. The imaginary parts are absent from the sums because they cancel against the $T_+$ term of $\Sigma$.

## Table of computed values

```
model levels [-2.0, 0.3, 0.7, 1.5, 2.4] boson [0.55, 1.7] E_F 0.0 -> 1.1 (model energy unit)
model coupling M^k_mn = cos(0.7 m n + k), m,n=1..5, k=0,1; values below are g^2 coefficients
model exact E(4)-E(3): 1.868871
model Sigma old: -1.395306
model Sigma new: 0.771554
model -exchange: 2.166860
model tadpole old: 0.848911
model tadpole new: 1.097317
model direct: 0.248406
Z = 50, alpha = 0.0072973526, Z alpha = 0.36486763, mc^2 = 510998.951 eV
gamma = 0.93105940, e(1s)-1 = -0.06894060 mc^2
2s: e_v-1 = -0.01738629 mc^2, Delta = 0.05155431 mc^2
2s: piece +1.0000 alpha R_0 = 6.837607e-05 +3.223991e-08 i mc^2
2s: piece -1.0000 alpha R_1 = -1.331152e-06 -3.223991e-08 i mc^2
2s: piece -2.0000 alpha R_1 = -9.386450e-06 -1.822858e-10 i mc^2
2s: T+ = 3.250965e-05 -1.822856e-10 i mc^2
2s: T- = -2.514882e-05 mc^2
2s: T- - T+ = -5.765847e-05 +1.822856e-10 i mc^2
2s: exchange -F(Delta) = -5.765847e-05 +1.822858e-10 i mc^2 = -2.946342e+01 +9.314786e-05 i eV
2s: Coulomb gauge -F(Delta) = -5.765847e-05 +1.822858e-10 i mc^2
2s: relative gauge difference at w = Delta/2: 1.6780e-02
2s: static limit -F(0) = -5.648138e-05 mc^2
2s: golden-rule width = 3.645716e-10 mc^2 = 1.862957e-04 eV
2s: direct = 1.193884e-03 mc^2 = 610.0733 eV
2s: e_v-1+direct+exchange = -0.01625007 mc^2 = -8303.766 eV
2p1/2: e_v-1 = -0.01738629 mc^2, Delta = 0.05155431 mc^2
2p1/2: piece +1.0000 alpha R_1 = 4.941176e-05 +1.196731e-06 i mc^2
2p1/2: piece -3.0000 alpha R_0 = -2.035089e-05 -3.759091e-06 i mc^2
2p1/2: piece -2.6667 alpha R_2 = -2.067325e-06 -9.705047e-10 i mc^2
2p1/2: T+ = 1.629417e-05 -2.563330e-06 i mc^2
2p1/2: T- = -1.069938e-05 mc^2
2p1/2: T- - T+ = -2.699354e-05 +2.563330e-06 i mc^2
2p1/2: exchange -F(Delta) = -2.699354e-05 +2.563330e-06 i mc^2 = -1.379367e+01 +1.309859e+00 i eV
2p1/2: Coulomb gauge -F(Delta) = -2.699354e-05 +2.563330e-06 i mc^2
2p1/2: relative gauge difference at w = Delta/2: 1.0354e-01
2p1/2: static limit -F(0) = -2.354360e-05 mc^2
2p1/2: golden-rule width = 5.126660e-06 mc^2 = 2.619718e+00 eV
2p1/2: direct = 1.394430e-03 mc^2 = 712.5525 eV
2p1/2: e_v-1+direct+exchange = -0.01601885 mc^2 = -8185.617 eV
limit K(1s2s) = 16/729 alpha(Z alpha) mc^2; rel. deviation Z=1 -7.548e-06, Z=2 -3.018e-05
limit K(1s2p) = 112/6561 alpha(Z alpha) mc^2; rel. deviation Z=1 -1.510e-04, Z=2 -6.042e-04
limit J(1s2s) = 17/81 alpha(Z alpha) mc^2; rel. deviation Z=1 2.500e-05, Z=2 1.000e-04
limit J(1s2p) = 59/243 alpha(Z alpha) mc^2; rel. deviation Z=1 2.856e-05, Z=2 1.142e-04
limit width(2p) = 256/6561 alpha(Z alpha)^4 mc^2; rel. deviation Z=1 6.272e-06, Z=2 2.509e-05
```
